# Determinantal partition function and equal-time Green's function of the Hubbard model: verification in Python

```python
# Determinant QMC (Blankenbecler-Scalapino-Sugar) for the Hubbard model.
# H = K + V, K = sum_sigma c^+ k c, V = U sum_i (n_up-1/2)(n_dn-1/2), dt = beta/L.
# Under test: Z_L = Tr (e^{-dt V} e^{-dt K})^L
#   = (e^{-dt U/4}/2)^{NL} sum_s det(1+M_up) det(1+M_dn),
# M = B_L...B_1, B_l = diag(e^{sigma lam s_il}) e^{-dt k}, cosh lam = e^{dt U/2},
# and <c_i c_j^+>_s = [(1+M)^{-1}]_ij. Reference side: explicit Fock-space matrices.
# Energies in units of the hopping t, times in 1/t.
import itertools
import numpy as np
import mpmath as mp
from scipy.linalg import expm
from numpy.linalg import det, inv, norm, matrix_power, eigh

def fock(n):
    a = np.array([[0., 1.], [0., 0.]]); z = np.diag([1., -1.]); out = []
    for j in range(n):
        m = np.eye(1)
        for q in range(n):
            m = np.kron(m, z if q < j else (a if q == j else np.eye(2)))
        out.append(m)
    return out

def bil(A, c):
    return sum(A[i, j] * c[i].T @ c[j] for i in range(len(c)) for j in range(len(c)))

def green(W, c):
    return np.array([[np.trace(W @ a @ b.T) for b in c] for a in c])

def comm(a, b):
    return a @ b - b @ a

def close(a, b, tol):
    return norm(np.asarray(a) - np.asarray(b)) <= tol * max(norm(np.asarray(b)), 1.0)

def fm(A):
    return "[" + "; ".join(" ".join(f"{x:.5f}" for x in r) for r in A) + "]"

# ---- one-body propagators with random complex generators ----
rng = np.random.default_rng(1)
n = 4; c = fock(n); I = np.eye(n)
for i in range(n):
    for j in range(n):
        assert close(c[i] @ c[j].T + c[j].T @ c[i], I[i, j] * np.eye(16), 1e-14)
A = [0.5 * (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))) for _ in range(3)]
B = [expm(a) for a in A]; Uo = [expm(bil(a, c)) for a in A]
M = B[2] @ B[1] @ B[0]; W = Uo[2] @ Uo[1] @ Uo[0]; trW = np.trace(W)
for j in range(n):
    assert close(W @ c[j].T, sum(c[i].T * M[i, j] for i in range(n)) @ W, 1e-10)
def state(S):
    v = np.zeros(16); v[0] = 1.0
    for q in reversed(S):
        v = c[q].T @ v
    return v
minor_sum = 1.0
for p in range(1, n + 1):
    for S in itertools.combinations(range(n), p):
        minor_sum = minor_sum + det(M[np.ix_(S, S)])
        for T in itertools.combinations(range(n), p):
            assert close(state(S) @ W @ state(T), det(M[np.ix_(S, T)]), 1e-10)
assert close(minor_sum, det(I + M), 1e-10) and close(trW, det(I + M), 1e-10)
G = inv(I + M)
assert close(green(W, c) / trW, G, 1e-10)
assert not close(trW, det(I + B[0] @ B[1] @ B[2]), 1e-3)   # the order matters
assert not close(G, G.T, 1e-3)                             # the index order matters
G1 = np.array([[np.trace(Uo[2] @ Uo[1] @ a @ b.T @ Uo[0]) for b in c] for a in c]) / trW
G2 = np.array([[np.trace(Uo[2] @ a @ b.T @ Uo[1] @ Uo[0]) for b in c] for a in c]) / trW
assert close(G1, inv(I + B[0] @ B[2] @ B[1]), 1e-10)
assert close(G2, inv(I + B[1] @ B[0] @ B[2]), 1e-10)
assert close(G2, B[1] @ G1 @ inv(B[1]), 1e-10)
for i, j, k_, l in itertools.product(range(n), repeat=4):
    lhs = np.trace(W @ c[i].T @ c[j] @ c[k_].T @ c[l]) / trW
    rhs = (I[i, j] - G[j, i]) * (I[k_, l] - G[l, k_]) + (I[i, l] - G[l, i]) * G[j, k_]
    assert close(lhs, rhs, 1e-9)
# singular case: M has eigenvalue -1, trace vanishes, numerator is the adjugate
P = I + 0.3 * rng.normal(size=(n, n))
As = P @ np.diag([1j * np.pi, 0.3, -0.4, 0.7]) @ inv(P)
Ws = expm(bil(As, c)); X = I + expm(As)
adj = np.array([[(-1) ** (i + j) * det(np.delete(np.delete(X, j, 0), i, 1))
                 for j in range(n)] for i in range(n)])
assert abs(np.trace(Ws)) < 1e-9 and norm(adj) > 1 and close(green(Ws, c), adj, 1e-9)

# ---- decoupling identities on the four states of one site ----
gx, gw = np.polynomial.hermite_e.hermegauss(60)
for x in (0.1, 2.0, 4.0):                                  # x = dt*U
    la = np.arccosh(np.exp(x / 2))
    for nu, nd in itertools.product((0, 1), repeat=2):
        ref = np.exp(-x * (nu - .5) * (nd - .5)); m = nu - nd
        assert abs(ref - .5 * np.exp(-x / 4) * (np.exp(la * m) + np.exp(-la * m))) < 1e-12
        gauss = np.exp(-x / 4) * np.sum(gw * np.exp(np.sqrt(x) * gx * m)) / np.sqrt(2 * np.pi)
        assert abs(ref - gauss) < 1e-10

# ---- Hubbard tools ----
def hubbard(k, U):
    N = len(k); c = fock(2 * N); one = np.eye(4 ** N)
    K = bil(k, c[:N]) + bil(k, c[N:]); nn = [a.T @ a for a in c]
    V = U * sum((nn[i] - .5 * one) @ (nn[N + i] - .5 * one) for i in range(N))
    return c, K, V, nn

def measure(W, c, nn):
    N = len(c) // 2; Z = np.trace(W)
    return Z, green(W, c[:N]) / Z, np.array([np.trace(W @ nn[i] @ nn[N + i]) for i in range(N)]) / Z

def products(k, U, dt, s):                                 # s: (configs, L, N)
    lam = np.arccosh(np.exp(dt * U / 2)); E = expm(-dt * k); out = []
    for sg in (1, -1):
        Mx = np.tile(np.eye(len(k)), (len(s), 1, 1))
        for l in range(s.shape[1]):
            Mx = (np.exp(sg * lam * s[:, l, :])[:, :, None] * E) @ Mx
        out.append(Mx)
    return out

def field_sum(k, U, beta, L):
    N = len(k); dt = beta / L; one = np.eye(N)
    bits = (np.arange(2 ** (N * L))[:, None] >> np.arange(N * L)) & 1
    Mu, Md = products(k, U, dt, (2.0 * bits - 1).reshape(-1, L, N))
    w = det(one + Mu) * det(one + Md); gu = inv(one + Mu); gd = inv(one + Md)
    dbl = (1 - np.einsum('sii->si', gu)) * (1 - np.einsum('sii->si', gd))
    pref = (np.exp(-dt * U / 4) / 2) ** (N * L)
    return pref * w.sum(), np.einsum('s,sij->ij', w, gu) / w.sum(), w @ dbl / w.sum(), w, pref

# ---- worked example: asymmetric dimer ----
t, U, mu, beta, L = 1.0, 4.0, 1.0, 2.0, 4
eps = np.array([0.5, -0.5]); k = np.diag(eps - mu) - t * np.array([[0., 1.], [1., 0.]])
c, K, V, nn = hubbard(k, U); dt = beta / L; lam = np.arccosh(np.exp(dt * U / 2))
print(f"dimer: t={t} U={U} mu={mu} eps={eps[0]},{eps[1]} (unit t); beta={beta} (1/t)")
print(f"L={L}, dt={dt} (1/t); k (unit t) = {fm(k)}")
print("all numbers below are dimensionless unless a unit is given")
print(f"cosh lam = {np.cosh(lam):.6f}, lam = {lam:.6f}, e^lam = {np.exp(lam):.6f}, e^-lam = {np.exp(-lam):.6f}")
print("exp(-dt k) =", fm(expm(-dt * k)))
s = np.array([[1, -1], [1, -1], [1, 1], [-1, 1]], float)
for l in range(L):
    bu, bd = products(k, U, dt, s[None, l:l + 1, :])
    print(f"slice {l+1} s=({s[l,0]:+.0f},{s[l,1]:+.0f}) B_up={fm(bu[0])}")
    print(f"        B_dn={fm(bd[0])}")
Mu, Md = [x[0] for x in products(k, U, dt, s[None])]
Wc = np.eye(16)
for l in range(L):
    Wc = expm(lam * sum(s[l, i] * (nn[i] - nn[2 + i]) for i in range(2))) @ expm(-dt * K) @ Wc
du, dd = det(np.eye(2) + Mu), det(np.eye(2) + Md)
gu, gd = inv(np.eye(2) + Mu), inv(np.eye(2) + Md)
full = green(Wc, c) / np.trace(Wc)
assert close(np.trace(Wc), du * dd, 1e-10)
assert close(full[:2, :2], gu, 1e-10) and close(full[2:, 2:], gd, 1e-10)
assert norm(full[:2, 2:]) < 1e-12
assert close(measure(Wc, c, nn)[2], (1 - np.diag(gu)) * (1 - np.diag(gd)), 1e-10)
print("M_up =", fm(Mu)); print("M_dn =", fm(Md))
print(f"det(1+M_up) = {du:.4f}, det(1+M_dn) = {dd:.4f}")
print(f"weight w = {du*dd:.2f}, Fock trace = {np.trace(Wc):.2f}")
print("G_up(s) =", fm(gu)); print("G_dn(s) =", fm(gd))
print(f"double occupancy site 1 for this s = {(1-gu[0,0])*(1-gd[0,0]):.6f}")

def trotter(Ls, sym=False):
    d = beta / Ls
    T = expm(-d*K/2) @ expm(-d*V) @ expm(-d*K/2) if sym else expm(-d*V) @ expm(-d*K)
    return measure(matrix_power(T, Ls), c, nn)

rho = expm(-beta * (K + V)); Zx, Gx, Dx = measure(rho, c, nn)
for Ls in (2, 4, 8):
    Zf, Gf, Df, w, pref = field_sum(k, U, beta, Ls); Zt, Gt, Dt = trotter(Ls)
    assert close(Zf, Zt, 1e-10) and close(Gf, Gt, 1e-9) and close(Df, Dt, 1e-9)
    h = expm(-beta / Ls * k / 2); Gs = h @ Gf @ inv(h)
    assert close(Gs, trotter(Ls, True)[1], 1e-9) and close(Zf, trotter(Ls, True)[0], 1e-10)
    if Ls == L:
        print(f"L=4: prefactor = {pref:.6e}, sum w = {w.sum():.6e}, P(s) = {du*dd/w.sum():.6f}")
        print(f"L=4: min w = {w.min():.2f}, max w = {w.max():.2f}")
    print(f"L={Ls}: {len(w)} fields, Z_L = {Zf:.5f} (Fock Trotter {Zt:.5f}), Omega = {-np.log(Zf)/beta:.5f} t")
    print(f"  G_L = {fm(Gf)}, G_sym = {fm(Gs)}")
    print(f"  double occupancy = {Df[0]:.6f}, {Df[1]:.6f}")
print(f"exact: Z = {Zx:.5f}, Omega = {-np.log(Zx)/beta:.5f} t")
print(f"  G = {fm(Gx)}, double occupancy = {Dx[0]:.6f}, {Dx[1]:.6f}")

# ---- Trotter orders and coefficients; 1% allows for relative O(dt^2) remainders ----
d = 0.01; ev, vec = eigh(expm(-d*K/2) @ expm(-d*V) @ expm(-d*K/2))
Heff = -(vec * np.log(ev)) @ vec.T / d
C3 = comm(V, comm(V, K)) / 12 - comm(K, comm(K, V)) / 24
assert norm((Heff - K - V) / d**2 - C3) < 1e-2 * norm(C3)
vvk = np.trace(rho @ comm(V, comm(V, K))) / Zx
assert abs(vvk - np.trace(rho @ comm(K, comm(K, V))) / Zx) < 1e-9 and vvk < 0
a1, a2, s1, s2 = trotter(128), trotter(256), trotter(128, True), trotter(256, True)
d = beta / 256; coefZ = np.log(a2[0] / Zx) / d**2; pred = -beta * vvk / 24
assert abs(coefZ / pred - 1) < 1e-2
anti = (a2[1][0, 1] - a2[1][1, 0]) / (2 * d); predG = comm(k, Gx)[0, 1] / 2
assert abs(predG) > 1e-2 and abs(anti / predG - 1) < 1e-2
rZ = (a1[0] - Zx) / (a2[0] - Zx); rA = norm(a1[1] - Gx) / norm(a2[1] - Gx)
rS = norm(s1[1] - Gx) / norm(s2[1] - Gx); rD = norm(a1[2] - Dx) / norm(a2[2] - Dx)
assert abs(rZ - 4) < .1 and abs(rA - 2) < .1 and abs(rS - 4) < .1 and abs(rD - 4) < .2
print(f"<[V,[V,K]]> = {vvk:.5f} t^3")
print(f"ln(Z_L/Z)/dt^2 at L=256: {coefZ:.5f} t^2, predicted {pred:.5f} t^2")
print(f"(G12-G21)/(2dt) at L=256: {anti:.5f} t, [k,G]_12/2 = {predG:.5f} t")
print(f"error ratio L=128/256: Z {rZ:.3f}, G_L {rA:.3f}, G_sym {rS:.3f}, double occ {rD:.3f}")

# ---- bipartite four-site ring, 60 digits because the products are ill conditioned ----
mp.mp.dps = 60
ring = mp.matrix([[0, 1, 0, 1], [1, 0, 1, 0], [0, 1, 0, 1], [1, 0, 1, 0]])
E4 = mp.expm(ring); lm = mp.acosh(mp.exp(2)); Dm = mp.diag([1, -1, 1, -1]); I4 = mp.eye(4)
def mprod(f, sg):                                          # t=1, U=4, dt=1
    out = mp.eye(4)
    for row in f:
        out = mp.diag([mp.exp(sg * lm * x) for x in row]) * E4 * out
    return out
special = [[1, 1, -1, -1], [1, -1, 1, -1], [-1, 1, 1, -1], [-1, 1, -1, 1]]
fields = [special] + [[[int(x) for x in r] for r in rng.choice([-1, 1], (4, 4))] for _ in range(100)]
broken = 0
for f in fields:
    a, b = mprod(f, 1), mprod(f, -1); fac = mp.exp(-lm * sum(map(sum, f)))
    da, db = mp.det(I4 + a), mp.det(I4 + b)
    assert abs(db / (da * fac) - 1) < 1e-25 and da * db > 0
    assert mp.mnorm((I4 + b)**-1 - Dm * (I4 - ((I4 + a)**-1).T) * Dm, 1) < 1e-25
    z = mp.exp(4)                                          # mu = 1 t, beta = 4/t
    broken = max(broken, abs(mp.det(I4 + z * b) / (mp.det(I4 + z * a) * fac) - 1))
assert broken > 0.1
da, db = mp.det(I4 + mprod(special, 1)), mp.det(I4 + mprod(special, -1))
assert da < 0 and db < 0
print(f"rings: U=4 t, mu=0, dt=1/t, lam = {float(lm):.6f}")
print("4-ring L=4, s = ++--, +-+-, -++-, -+-+ :")
print(f"  det_up = {float(da):.6e}, det_dn = {float(db):.6e}, w = {float(da*db):.6e}")

# ---- triangle: negative weights; 1e-6 allows for product norms near 1e6 ----
k3 = -(np.ones((3, 3)) - np.eye(3)); c3, K3, V3, n3 = hubbard(k3, 4.0)
Zf, Gf, Df, w, pref = field_sum(k3, 4.0, 3.0, 3)
Zt, Gt, Dt = measure(matrix_power(expm(-V3) @ expm(-K3), 3), c3, n3)
assert close(Zf, Zt, 1e-8) and close(Gf, Gt, 1e-6) and close(Df, Dt, 1e-6)
s3 = 1 - 2 * np.eye(3); a, b = [x[0] for x in products(k3, 4.0, 1.0, s3[None])]
da, db = det(np.eye(3) + a), det(np.eye(3) + b)
W3 = np.eye(64)
for l in range(3):
    W3 = expm(float(lm) * sum(s3[l, i] * (n3[i] - n3[3 + i]) for i in range(3))) @ expm(-K3) @ W3
assert da * db < 0 and close(np.trace(W3), da * db, 1e-6)
print("triangle L=3, s = -++, +-+, ++- :")
print(f"  det_up = {da:.6e}, det_dn = {db:.6e}, w = {da*db:.6e}")
print(f"  negative weights: {(w < 0).sum()} of {len(w)}, average sign = {w.sum()/np.abs(w).sum():.6f}")
print(f"  Z_L field sum = {Zf:.4f}, Fock Trotter = {Zt:.4f}")
print("finished without a failed check")
```

Output:

```
dimer: t=1.0 U=4.0 mu=1.0 eps=0.5,-0.5 (unit t); beta=2.0 (1/t)
L=4, dt=0.5 (1/t); k (unit t) = [-0.50000 -1.00000; -1.00000 -1.50000]
all numbers below are dimensionless unless a unit is given
cosh lam = 2.718282, lam = 1.657454, e^lam = 5.245940, e^-lam = 0.190624
exp(-dt k) = [1.47913 0.86797; 0.86797 2.34710]
slice 1 s=(+1,-1) B_up=[7.75941 4.55333; 0.16546 0.44741]
        B_dn=[0.28196 0.16546; 4.55333 12.31274]
slice 2 s=(+1,-1) B_up=[7.75941 4.55333; 0.16546 0.44741]
        B_dn=[0.28196 0.16546; 4.55333 12.31274]
slice 3 s=(+1,+1) B_up=[7.75941 4.55333; 4.55333 12.31274]
        B_dn=[0.28196 0.16546; 0.16546 0.44741]
slice 4 s=(-1,+1) B_up=[0.28196 0.16546; 4.55333 12.31274]
        B_dn=[7.75941 4.55333; 0.16546 0.44741]
M_up = [183.81001 113.07434; 5805.62358 3579.61779]
M_dn = [192.90493 512.11511; 13.15021 34.92084]
det(1+M_up) = 5266.9627, det(1+M_dn) = 230.8097
weight w = 1215666.22, Fock trace = 1215666.22
G_up(s) = [0.67983 -0.02147; -1.10227 0.03509]
G_dn(s) = [0.15563 -2.21878; -0.05697 0.84011]
double occupancy site 1 for this s = 0.270345
L=2: 16 fields, Z_L = 66264.99325 (Fock Trotter 66264.99325), Omega = -5.55071 t
  G_L = [0.48942 -0.54861; -0.27688 0.45320], G_sym = [0.55106 -0.38193; -0.38193 0.39155]
  double occupancy = 0.036188, 0.097135
L=4: prefactor = 7.154546e-05, sum w = 5.840611e+08, P(s) = 0.002081
L=4: min w = 15756.11, max w = 91077650.41
L=4: 256 fields, Z_L = 41786.92034 (Fock Trotter 41786.92034), Omega = -5.32017 t
  G_L = [0.48872 -0.35267; -0.24756 0.42028], G_sym = [0.50153 -0.29371; -0.29371 0.40748]
  double occupancy = 0.066770, 0.174408
L=8: 65536 fields, Z_L = 35437.96974 (Fock Trotter 35437.96974), Omega = -5.23777 t
  G_L = [0.48605 -0.27004; -0.22863 0.40665], G_sym = [0.48862 -0.24805; -0.24805 0.40408]
  double occupancy = 0.083483, 0.209103
exact: Z = 33407.50749, Omega = -5.20827 t
  G = [0.48443 -0.23027; -0.23027 0.40175], double occupancy = 0.090286, 0.221999
<[V,[V,K]]> = -11.48144 t^3
ln(Z_L/Z)/dt^2 at L=256: 0.95678 t^2, predicted 0.95679 t^2
(G12-G21)/(2dt) at L=256: -0.07380 t, [k,G]_12/2 = -0.07380 t
error ratio L=128/256: Z 4.000, G_L 2.004, G_sym 4.000, double occ 4.000
rings: U=4 t, mu=0, dt=1/t, lam = 2.688536
4-ring L=4, s = ++--, +-+-, -++-, -+-+ :
  det_up = -2.323846e+10, det_dn = -2.323846e+10, w = 5.400260e+20
triangle L=3, s = -++, +-+, ++- :
  det_up = -5.703479e+06, det_dn = 4.213536e+04, w = -2.403182e+11
  negative weights: 12 of 512, average sign = 0.906664
  Z_L field sum = 13504346.0099, Fock Trotter = 13504346.0099
finished without a failed check
```
